# Recoverable energy and dielectric loss in an antiferroelectric capacitor

## 1. What dimensions and symmetry allow

A capacitor film is driven by a field $E$ and responds with a displacement $D$. The product $ED$ has the unit of energy per volume, since $(\mathrm{V/m})(\mathrm{C/m^2})=\mathrm{J/m^3}$. It also keeps its sign when $E$ and $D$ are both reversed, as an energy must. Both $E\,dD$ and $D\,dE$ meet these requirements, so a further fact is needed.

If no current flows, no energy crosses the terminals, whatever the voltage does. Without leakage, no current means $dD=0$. The work increment must therefore be proportional to $dD$:

$$dw=c\,E\,dD,$$

with $c$ dimensionless. These conditions alone would still let $c$ depend on the ratio $D/(\varepsilon_0E)$. But moving a small charge $\delta Q$ through a voltage $V$ takes work $V\,\delta Q$ whatever the state of the film, which gives $c=1$ throughout.

## 2. Work at the terminals

Let the film have area $A$, thickness $d$ and a uniform field along its normal, with edge fields neglected. Then $V=Ed$. The free charge on the positive electrode is $AD$, so the current into it is $I=A\,dD/dt$. The power supplied per unit volume is

$$\frac{VI}{Ad}=\frac{(Ed)(A\,dD/dt)}{Ad}=E\frac{dD}{dt}.$$

Charging raises the field from 0 to $E_{\max}$, where $D=D_{\max}$, and discharging returns it to 0, where $D=D_r$. Here $D_{\max}$ always means the displacement at $E_{\max}$. At a finite rate $D$ can rise a little further after the field turns, and the integrals below are then taken along the path. The work supplied on charging is

$$W_{\rm ch}=\int_{\rm charge}E\,dD.$$

On discharge $D$ falls overall, and the energy given back is minus the work supplied:

$$W_{\rm rec}=-\int_{\rm discharge}E\,dD=\int_{D_r}^{D_{\max}}E_{\rm dis}(D)\,dD.$$

This is the area between the discharge branch and the $D$ axis. Integration by parts, with $E=0$ at $D_r$, gives

$$W_{\rm rec}=E_{\max}D_{\max}-\int_0^{E_{\max}}D_{\rm dis}(E)\,dE.$$

The area under a plot of $D$ against $E$ is thus the complement of the recovered energy within the rectangle $E_{\max}D_{\max}$. For a lossless linear dielectric, $D=\varepsilon E$, both areas equal $\varepsilon E_{\max}^2/2$. For a curved branch they generally differ.

## 3. Why the loop area is the loss

Let the film stay at the temperature $T_b$ of its surroundings. Per unit volume, the first law is $dU=E\,dD+\delta Q$, with $\delta Q$ the heat entering. The second law can be written

$$\delta Q=T_b\,dS-\delta W_{\rm diss},\qquad \delta W_{\rm diss}\ge 0,$$

where $\delta W_{\rm diss}$ is $T_b$ times the entropy produced. With $F=U-T_bS$,

$$dF=dU-T_b\,dS=E\,dD-\delta W_{\rm diss}.$$

Integrating over charge and discharge gives

$$W_{\rm ch}-W_{\rm rec}=\Delta F+W_{\rm diss}.$$

If the internal state returns to its starting point, $\Delta F=0$ and

$$\boxed{W_{\rm ch}-W_{\rm rec}=\oint E\,dD=W_{\rm diss}.}$$

Reversible electrocaloric heat can flow in and out during the cycle, but its sum is $T_b\oint dS=0$. The efficiency is $\eta=W_{\rm rec}/W_{\rm ch}=W_{\rm rec}/(W_{\rm rec}+W_{\rm diss})$.

The condition concerns the whole internal state. Equal initial and final $D$ would not suffice if another internal variable had changed. If the film's temperature varies during a closed cycle, $\Delta U=0$ still makes the net work equal to the net heat released, but the isothermal balance for $F$ no longer applies in this form.

## 4. A model that switches

Take two sublattice polarizations $P_a,P_b$, with $P=P_a+P_b$ and $D=\varepsilon_0\varepsilon_bE+P$. The constant $\varepsilon_b$ describes the linear background. In this mean-field model,

$$f=-\frac a2(P_a^2+P_b^2)+\frac b4(P_a^4+P_b^4)+gP_aP_b,$$

with $a,b,g>0$. The coupling $g$ favours opposite sublattices. Viscous relaxation obeys

$$\gamma\dot P_i=E-\frac{\partial f}{\partial P_i},\qquad i=a,b.$$

The chain rule then gives

$$\dot f=\sum_i\frac{\partial f}{\partial P_i}\dot P_i=\sum_i(E-\gamma\dot P_i)\dot P_i=E\dot P-\gamma\sum_i\dot P_i^2.$$

Since $E\dot D=\varepsilon_0\varepsilon_bE\dot E+E\dot P$,

$$E\dot D=\frac{d}{dt}\left(f+\tfrac12\varepsilon_0\varepsilon_bE^2\right)+\gamma\sum_i\dot P_i^2.$$

The bracket is the free energy $F$ and the last term is the dissipation rate. This is the general balance with an explicit loss mechanism.

## 5. The two branches and their ends

Put $q=P_a-P_b$, so that $P_{a,b}=(P\pm q)/2$. Then $P_a^2+P_b^2=(P^2+q^2)/2$, $P_aP_b=(P^2-q^2)/4$ and $P_a^4+P_b^4=(P^4+6P^2q^2+q^4)/8$. Hence

$$f=\frac{g-a}{4}P^2-\frac{a+g}{4}q^2+\frac b{32}(P^4+6P^2q^2+q^4).$$

At fixed $E$, equilibrium makes $f-EP$ stationary:

$$E=\frac{g-a}{2}P+\frac b8(P^3+3Pq^2),$$
$$0=q\left[-\frac{a+g}{2}+\frac b8(3P^2+q^2)\right].$$

**Antipolar branch.** For $q\ne0$ the second equation gives $q^2=4(a+g)/b-3P^2$. Substitution in the first gives

$$E=\frac{g-a}{2}P+\frac{3(a+g)}2P-bP^3=(a+2g)P-bP^3.$$

On this branch $f_{qq}=bq^2/4>0$. With subscripts denoting derivatives, elimination of $q$ gives $dE/dP=f_{PP}-f_{Pq}^2/f_{qq}$, which is the determinant of second derivatives divided by $f_{qq}$. Stability therefore ends where $dE/dP=0$:

$$P_{\rm up}^2=\frac{a+2g}{3b},\qquad E_{\rm up}=\frac23(a+2g)P_{\rm up}.$$

**Polar branch.** For $q=0$,

$$E=\frac{g-a}{2}P+\frac b8P^3,\qquad f_{qq}=-\frac{a+g}{2}+\frac{3b}{8}P^2.$$

The mixed derivative vanishes here. As $P$ falls, $f_{qq}$ reaches zero at

$$P_{\rm down}^2=\frac{4(a+g)}{3b}.$$

There $f_{PP}=(g-a)/2+(a+g)/2=g>0$, so the instability is towards sublattice order. The field is

$$E_{\rm down}=P_{\rm down}\left[\frac{g-a}{2}+\frac{a+g}{6}\right]=\frac{2g-a}{3}P_{\rm down}.$$

For $g>a/2$ this field is positive. Under slow driving, and given a small perturbation that distinguishes the sublattices, the film then returns to the antipolar state before the field reaches zero.

## 6. Loss that survives slow driving

On a smooth branch away from its ends, $\dot P_i$ scales as $1/T$ for a cycle of period $T$. The integral of $\gamma\sum\dot P_i^2$ over a time of order $T$ then vanishes as $1/T$. Near the end of the antipolar branch the polarization responds ever more strongly to the field and lags more. Near the end of the polar branch $f_{qq}$ goes to zero, so the sublattice difference $q$ responds slowly. The loss of a full switching cycle therefore approaches its slow limit more slowly than $1/T$. At a branch end the state instead relaxes at its own rate, at nearly fixed $E$. The supplied work is $E\,\Delta P$, of which $\Delta f$ is stored, so

$$w_{\rm snap}=E\,\Delta P-\Delta f=-\Delta(f-EP)>0.$$

The slow-cycle loss is $w_{\rm up}+w_{\rm down}$. Let $F_s$ be the free energy at $E_{\max}$ measured from the antipolar state at zero field. Applying the balance to each half-cycle gives

$$W_{\rm ch}=F_s+w_{\rm up},\qquad W_{\rm rec}=F_s-w_{\rm down}.$$

The upward snap raises the cost of charging, while the downward snap reduces the energy returned. The snaps occur at the branch ends because this uniform model has no fluctuations. In a real film, nucleation and thermal activation can start switching earlier, so the size of this slow-cycle loss belongs to the model.

## 7. Worked example in the slow limit

The round model parameters are $a=6\times10^8$ V m/C, $g=2a$, $b=6\times10^{10}$ V m$^5$/C$^3$, $\varepsilon_b=10$ and $E_{\max}=3.5$ MV/cm. They describe no particular material. The model contains no breakdown; a field of this size is within reach of thin films but above what bulk ceramics typically sustain.

The natural scales are $P_0=\sqrt{a/b}=10$ µC/cm² and $E_0=aP_0=0.6$ MV/cm. Because 1 MV/cm times 1 µC/cm² is 1 J/cm³, the energy scale is $E_0P_0=6$ J/cm³. With $x=P/P_0$:

- The upward snap starts at $x=\sqrt{5/3}$, or 12.9 µC/cm². Its field is $(2/3)(5)(1.291)(0.6)=2.58$ MV/cm.
- The downward snap starts at $x=2$, or 20.0 µC/cm², at $2\times0.6=1.20$ MV/cm.
- It ends on the antipolar branch, where $5x-x^3=2$. Since $x^3-5x+2=(x-2)(x^2+2x-1)$, the small positive root is $x=\sqrt2-1$, or 4.14 µC/cm².

At $E_{\max}$, $P=32.31$ and $D=35.41$ µC/cm². The discharge integral has four parts.

1. The polar branch gives $6\,[x^2/4+x^4/32]$ between $x=2$ and $x=3.231$, which is 27.1 J/cm³.
2. The snap gives $1.200\,(20.00-4.14)=19.0$ J/cm³.
3. The antipolar branch gives $6\,[5x^2/2-x^4/4]$ between 0 and 0.414, which is 2.5 J/cm³.
4. The linear background gives $\tfrac12(3.5)(35.41-32.31)=5.4$ J/cm³.

Summed before rounding, they give $W_{\rm rec}=54.1$ J/cm³, or $5.41\times10^7$ J/m³. The charging integral is 78.1 J/cm³, so the loop area is 24.0 J/cm³ and $\eta=69\%$.

The drops in $f-EP$ at the two snaps give the same loss: $9.53+14.44=23.97$ J/cm³. The stored energy is $F_s=68.5$ J/cm³, and $68.5-14.4=54.1$ J/cm³ is again the recovered part.

## 8. Finite driving rate

The equations of motion were integrated for a triangular field between 0 and $E_{\max}$. In a perfectly symmetric polar state, subtracting the two equations gives $\gamma\dot q=-2f_q$, which vanishes at $q=0$. Antipolar order could then never start to grow. A staggered field $h=6\times10^{-4}$ MV/cm, adding $-hq$ to the free energy, removes this artefact.

The area from the $E$–$D$ curve and the separately accumulated viscous heat were tested against each other on a cycle whose internal state closed. They agree at every period to the digits shown:

| Period ($\gamma/a$) | Recovered (J/cm³) | Loop area (J/cm³) | Heat (J/cm³) |
|---:|---:|---:|---:|
| 200 | 48.7 | 32.1 | 32.1 |
| 2000 | 52.8 | 25.9 | 25.9 |
| 20000 | 53.9 | 24.3 | 24.3 |

At the longest period the loss is 1.3% above the static value of section 7, which was found without the staggered field. That field makes the polar state give way slightly earlier on discharge, so the slow limit of these runs lies slightly below that static value. The snaps occur at 2.59 and 1.19 MV/cm, slightly outside the static fields, so the loop is slightly wider. The recovered energy belongs to the discharge branch followed at the stated rate.

## 9. A first cycle that does not close

For $g<a/2$, $E_{\rm down}$ is negative and a polar state survives at zero field. There $P^2=4(a-g)/b$, and substitution in $f$ gives $f_{\rm polar}=-(a-g)^2/(2b)$. The antipolar state has $P=0$ and $q^2=4(a+g)/b$, hence $f_{\rm anti}=-(a+g)^2/(2b)$. A first cycle from the antipolar to the polar state leaves

$$\Delta f=\frac{(a+g)^2-(a-g)^2}{2b}=\frac{2ag}{b}$$

in the film. For $g=0.3a$ this is $0.6\times6=3.6$ J/cm³.

At period $2000\,\gamma/a$, the first cycle takes 41.79 J/cm³ and returns 32.82 J/cm³. The difference, 8.97 J/cm³, consists of 5.36 J/cm³ of heat and 3.61 J/cm³ of retained free energy. Calling all of it dielectric loss would overstate the heat by 67%.

The retained value exceeds the formula by 0.014 J/cm³. The seed field explains this: it lowers the initial antipolar state by $hq=(6\times10^{-4})(22.8)=0.014$ J/cm³, with $q=2\sqrt{1.3}\,P_0$.

The next cycle starts from the remanent displacement, 16.8 µC/cm². Its loop area and heat are both 0.04 J/cm³, because the film now stays polar.

## 10. Leakage

Let an ohmic current density $\sigma E$ flow in parallel, with the field history unchanged. Integrating the measured current gives an apparent displacement $D_m$, with $\dot D_m=\dot D+\sigma E$. Then

$$\int_{\rm cycle}E\,dD_m=\oint E\,dD+\sigma\int_0^TE^2\,dt.$$

During the rising half, $E=2E_{\max}t/T$, so

$$\sigma\int_0^{T/2}\frac{4E_{\max}^2t^2}{T^2}\,dt=\frac{\sigma E_{\max}^2T}{6}.$$

The falling half contributes the same amount, and the total Joule heat is $\sigma E_{\max}^2T/3$. The half released during discharge is taken from the recovered energy. The measured curve fails to close by the leaked charge $\sigma\int E\,dt=\sigma E_{\max}T/2$, although the polarization state does close.

For $\sigma\gamma=10^{-5}$ and $T=2000\,\gamma/a$, this gap is 0.583 µC/cm². The Joule heat is therefore $\tfrac23(3.5)(0.583)=1.36$ J/cm³. It raises the net work from 25.86 to 27.22 J/cm³ and lowers the recovered energy by 0.68 J/cm³. The total loss is still accounted for, but it is no longer purely polarization loss. These closed forms assume a constant $\sigma$. At MV/cm fields real leakage usually grows faster than linearly with $E$, and the Joule heat must then be integrated from the actual current.

## 11. The load chooses its own branch

Now disconnect the source and discharge through a resistor $R$. The outward current is $-A\dot D$, so $Ed=-RA\dot D$, or

$$E=-\rho\dot D,\qquad \rho=\frac{RA}{d}.$$

The energy delivered per unit film volume is $\int E^2/\rho\,dt=-\int E\,dD$. The area rule holds, but on the curve set by the load.

Starting from the state at $E_{\max}$, the results are:

- $\rho/\gamma=1$: 31.7 J/cm³ delivered, 36.8 J/cm³ dissipated in the film.
- $\rho/\gamma=100$: 66.1 delivered, 2.5 dissipated.
- $\rho/\gamma=1000$: 68.3 delivered, 0.3 dissipated.

Per unit volume the load receives the power $E^2/\rho=\rho\dot D^2$, while the film dissipates $\gamma\sum_i\dot P_i^2$. As $\rho/\gamma$ is lowered, the film's own viscosity still limits $\dot P_i$, so a smaller share of the energy released by the relaxing polarization reaches the load and more becomes internal heat.

The slow load delivers more than the 53.9 J/cm³ of the slow field-driven cycle. It lets $D$ fall only slowly, so at each moment the sublattices relax at nearly fixed $D$. At fixed $D$ the relevant free energy is $f+(D-P)^2/(2\varepsilon_0\varepsilon_b)$, which adds $1/(\varepsilon_0\varepsilon_b)$ to the curvature in $P$. The antipolar slope $dE/dP=a+2g-3bP^2$ is lowest where that branch meets the polar one, at $P_{\rm down}$, where it equals $-(3a+2g)$. The whole antipolar branch is therefore stable at fixed $D$ if

$$\frac1{\varepsilon_0\varepsilon_b}>3a+2g.$$

Here the two sides are $1.1\times10^{10}$ and $4.2\times10^9$ V m/C. The state can pass continuously from one branch to the other without a snap, and in the slow limit the load receives all of $F_s$.

This near-complete recovery belongs to a uniform film. The model excludes domains and nucleation, which could open other paths at fixed $D$. A loop measured with a driven field gives the energy returned on that loop; it does not by itself fix what another discharge circuit will receive.

## Numbers as computed

```
a: 6.000e+08 V m/C; g: 1.200e+09 V m/C
b: 6.000e+10 V m^5/C^3; eps_b: 10.0 (dimensionless)
staggered seed field: 6.00e-04 MV/cm
maximum field: 3.500 MV/cm
static upward snap field: 2.582 MV/cm
static downward snap field: 1.200 MV/cm
static P before upward snap: 12.910 microC/cm^2
static P after upward snap: 28.457 microC/cm^2
static P before downward snap: 20.000 microC/cm^2
static P after downward snap: 4.142 microC/cm^2
static P at maximum field: 32.314 microC/cm^2
static D at maximum field: 35.413 microC/cm^2
recovered, polar branch: 27.106 J/cm^3
recovered, downward snap: 19.029 J/cm^3
recovered, antipolar branch: 2.529 J/cm^3
recovered, linear background: 5.423 J/cm^3
static charge work: 78.062 J/cm^3
static recovered energy: 54.088 J/cm^3
static loop area: 23.974 J/cm^3
upward snap dissipation: 9.533 J/cm^3
downward snap dissipation: 14.441 J/cm^3
stored free energy at maximum field: 68.529 J/cm^3
static efficiency: 69.29 %
period 200 gamma/a: charge 80.799, recovered 48.690 J/cm^3
  loop area 32.109, viscous heat 32.109 J/cm^3; efficiency 60.26 %
period 2000 gamma/a: charge 78.680, recovered 52.817 J/cm^3
  loop area 25.863, viscous heat 25.863 J/cm^3; efficiency 67.13 %
period 20000 gamma/a: charge 78.211, recovered 53.918 J/cm^3
  loop area 24.293, viscous heat 24.293 J/cm^3; efficiency 68.94 %
slow run upward snap field: 2.591 MV/cm
slow run downward snap field: 1.189 MV/cm
open-cycle coupling g/a: 0.300 (dimensionless)
open-cycle period: 2000 gamma/a
open-cycle remanent D: 16.791 microC/cm^2
open-cycle charge work: 41.791 J/cm^3
open-cycle recovered energy: 32.819 J/cm^3
open-cycle net work: 8.973 J/cm^3
open-cycle viscous heat: 5.359 J/cm^3
open-cycle retained free energy: 3.614 J/cm^3
formula for retained free energy: 3.600 J/cm^3
next-cycle loop area: 0.039 J/cm^3
next-cycle viscous heat: 0.039 J/cm^3
leakage sigma*gamma: 1.0e-05 (dimensionless); period: 2000 gamma/a
leaked charge per cycle: 0.583 microC/cm^2
measured net work with leakage: 27.224 J/cm^3
leakage heat: 1.361 J/cm^3
recovered energy lost to leakage: 0.681 J/cm^3
load rho/gamma 1: delivered 31.719, internal heat 36.830 J/cm^3
load rho/gamma 100: delivered 66.086, internal heat 2.463 J/cm^3
load rho/gamma 1000: delivered 68.298, internal heat 0.252 J/cm^3
```
